# Unfolding the lower band of a chain with alternating onsite energies

## Problem

A supercell calculation of a defective oxide returns bands in a small, folded Brillouin zone. Unfolding asks how much of each state belongs to each wavevector of the original, primitive crystal. The smallest case has two sites in the supercell.

Identical, orthonormal, s-like orbitals sit at \(x=na\) on an infinite chain. Nearest neighbours are joined by the matrix element \(-t\), with \(t>0\). The onsite energy is \(+D\) on the A sites (even \(n\)) and \(-D\) on the B sites (odd \(n\)), with \(D=2t\). The true period is \(2a\), while the primitive reference period is \(a\).

(a) Estimate the spectral weight of the lower band at the primitive zone centre, taken from the lower state at supercell wavevector \(K=0\).
(b) Find it exactly, and find the weight along the whole primitive zone.
(c) Compare the two, and say what the number depends on.

For energies in eV take \(t=0.5\) eV, \(D=1.0\) eV and \(a=0.4\) nm. These are round model parameters.

**The weight.** With \(N\) supercells, the primitive Bloch sum is

\[
|k\rangle=\frac{1}{\sqrt{2N}}\sum_{x}e^{ikx}|x\rangle ,
\]

where \(x\) runs over all \(2N\) sites. The spectral weight of a normalized state \(\psi\) at \(k\) is \(W(k)=|\langle k|\psi\rangle|^2\).

## First estimate by scaling

**Weak alternation.** Without the alternating potential, \(|k\rangle\) has energy \(-2t\cos ka\). The potential has period \(2a\), so it couples \(k=0\) to \(k=\pi/a\) and to no other wavevector. Both the potential and the state \(|\pi/a\rangle\) change sign from site to site, so their product is uniform and the coupling is \(D\). The two energies are \(-2t\) and \(+2t\), a separation of \(4t\). The admixed amplitude is of order coupling over separation, \(D/4t\), and the weight lost from \(k=0\) is its square:

\[
W(0)\approx 1-\left(\frac{D}{4t}\right)^2 = 1-0.25=0.75 .
\]

**Strong alternation.** If \(D\gg t\), the lower state sits mostly on the B sites. At \(K=0\) each site feels two neighbours in phase, so the coupling is \(2t\) in size, against a separation \(2D\). The A amplitude is then \(c_A\approx t/D\), with \(c_B\approx1\). The weight at \(k=0\) is \((c_A+c_B)^2/2=\tfrac12+c_Ac_B\), as derived below, so

\[
W(0)\approx\frac12+\frac{t}{D}=1.0 .
\]

Neither condition holds at \(D=2t\). The estimates suggest a weight between 0.75 and 1.

## Exact solution

**Hamiltonian.** For each \(K\) define sums over one kind of site,

\[
|K,A\rangle=\frac{1}{\sqrt N}\sum_{x\in A}e^{iKx}|x\rangle ,\qquad
|K,B\rangle=\frac{1}{\sqrt N}\sum_{x\in B}e^{iKx}|x\rangle .
\]

Hopping takes \(|x\rangle\) to \(-t\left(|x+a\rangle+|x-a\rangle\right)\). Starting from an A site, both targets are B sites. Writing \(y=x\pm a\) for the target gives \(e^{iKx}=e^{iKy}e^{\mp iKa}\), so the two hops add to

\[
-t\left(e^{-iKa}+e^{iKa}\right)|K,B\rangle=-2t\cos Ka\,|K,B\rangle .
\]

The same holds from B to A. With \(c=2t\cos Ka\),

\[
H(K)=\begin{pmatrix} D&-c\\-c&-D\end{pmatrix},\qquad
E_\pm=\pm\varepsilon,\qquad \varepsilon=\sqrt{D^2+c^2}.
\]

The energies follow from \(\det(H-E)=E^2-D^2-c^2=0\).

**Projection.** At \(k=K\) the primitive sum has the same phases as the two sublattice sums. At \(k=K+\pi/a\) there is an extra factor \(e^{i\pi x/a}\), which is \(+1\) on A and \(-1\) on B. Hence

\[
|K\rangle=\frac{|K,A\rangle+|K,B\rangle}{\sqrt2},\qquad
|K+\pi/a\rangle=\frac{|K,A\rangle-|K,B\rangle}{\sqrt2}.
\]

For a state with real amplitudes \(c_A,c_B\) and \(c_A^2+c_B^2=1\),

\[
W(K)=\tfrac12(c_A+c_B)^2=\tfrac12+c_Ac_B,\qquad
W(K+\pi/a)=\tfrac12-c_Ac_B .
\]

The two weights add to one: unfolding distributes the state and loses none of it.

**The state at \(K=0\).** Here \(c=2t=D\) and \(E_-=-2\sqrt2\,t\). The first row of \((H-E_-)\psi=0\) reads

\[
(2t+2\sqrt2\,t)\,c_A-2t\,c_B=0\quad\Rightarrow\quad c_B=(1+\sqrt2)\,c_A .
\]

Normalization gives \(c_A^2\left[1+(1+\sqrt2)^2\right]=c_A^2(4+2\sqrt2)=1\). Therefore

\[
c_Ac_B=(1+\sqrt2)c_A^2=\frac{1+\sqrt2}{2\sqrt2(\sqrt2+1)}=\frac{1}{2\sqrt2},
\]

\[
W(0)=\frac12+\frac1{2\sqrt2}=\frac{2+\sqrt2}{4}\approx0.854 .
\]

The remaining 0.146 lies at \(k=\pi/a\). In numbers, \(c_A=0.3827\) and \(c_B=0.9239\), and the level lies at \(-1.414\) eV. Diagonalizing a ring of 40 sites in real space and projecting its lowest state on plane waves over the sites gives 0.853553, in agreement with the formula.

**The whole lower band.** For general \(K\) the first row gives \(r=c_B/c_A=(D+\varepsilon)/c\). Then

\[
2c_Ac_B=\frac{2r}{1+r^2}=\frac{2c(D+\varepsilon)}{c^2+(D+\varepsilon)^2}.
\]

Since \(c^2+D^2=\varepsilon^2\), the denominator is \(2\varepsilon^2+2D\varepsilon=2\varepsilon(\varepsilon+D)\), and \(2c_Ac_B=c/\varepsilon\). When \(c=0\) the lower state is purely B, which agrees with this result. Moving from \(K\) to \(K+\pi/a\) reverses the sign of the cosine, just as it reverses the sign of \(c_Ac_B\) in the weight. One formula therefore covers the primitive zone:

\[
W(k)=\frac12\left[1+\frac{2t\cos ka}{\sqrt{D^2+4t^2\cos^2ka}}\right].
\]

| \(ka/\pi\) | \(E_-\) (eV) | \(W\) |
|---|---|---|
| 0 | −1.414 | 0.854 |
| 0.25 | −1.225 | 0.789 |
| 0.50 | −1.000 | 0.500 |
| 0.75 | −1.225 | 0.211 |
| 1.00 | −1.414 | 0.146 |

The energy repeats after \(\pi/a\), as the doubled period requires, but the weight does not. The inner half of the primitive zone, \(|k|<\pi/2a\), carries the strong branch, which continues the original band, and the outer half carries its weaker replica. At \(ka=\pi/2\) the two folded plane waves have equal unperturbed energy and mix equally. The gap there is \(2D=2.0\) eV.

**A check without eigenvectors.** The state \(|k=0\rangle\) is normalized and is shared between the two levels at \(K=0\), so \(W_-+W_+=1\). Its mean energy is \(-2t\), because the onsite energies average to zero. Thus

\[
-\varepsilon W_-+\varepsilon(1-W_-)=-2t\quad\Rightarrow\quad
W_-=\frac12\left(1+\frac{2t}{\varepsilon}\right)=\frac12\left(1+\frac{1.0}{1.4142}\right)=0.854 .
\]

## Comparison

Put \(u=(D/2t)^2\). The exact weight is \(W(0)=\tfrac12\left[1+(1+u)^{-1/2}\right]\), and the lost weight expands as

\[
1-W(0)=\frac{u}{4}-\frac{3u^2}{16}+\dots
\]

The first term is the weak estimate \((D/4t)^2\). At \(u=1\) the second term is three quarters of the first, so the estimate of 0.25 for the lost weight is far above the true 0.146. The curve \((1+u)^{-1/2}\) is convex and lies above its tangent \(1-u/2\), so the weak estimate of \(W(0)\) is a lower bound. Because \((1+u)^{-1/2}<u^{-1/2}=2t/D\), the strong estimate is an upper bound. The scaling argument therefore brackets the answer between 0.75 and 1, but cannot fix it where \(D\) and \(2t\) are equal.

**Weight and site population.** The B population is \(c_B^2=r^2/(1+r^2)=\tfrac12(1+D/\varepsilon)\), which is also 0.854 here. The two quantities coincide at \(K=0\) because \(D=2t\). At \(D=t\) the weight is 0.947 and the B population is 0.724. They even move in opposite directions: a larger \(D\) localizes the state on B and lowers its weight at \(k=0\).

**Changes of model that change the number.** If the hopping matrix element is \(+t\), the lower state at \(K=0\) has amplitudes of opposite sign, and its weight at \(k=0\) is 0.146. If the chain is replaced by an isolated pair of sites, there is one bond instead of two. Replacing \(2t\) by \(t\) in the formula for \(W(0)\) gives a weight of 0.724 on the symmetric combination.

## Plane waves and neglected terms

In a plane-wave calculation the state at \(K=0\) contains wavevectors \(\pi m/a\). A shift by \(a\) multiplies each component by \((-1)^m\), so the even-\(m\) part, which belongs to \(k=0\), is half the sum of the state and its shifted copy. Its squared norm is \(\tfrac12(1+\langle\psi|T\psi\rangle)\), where \(T\) is the shift. For orbitals that do not overlap their neighbours, the shift places A on B and B on A, so

\[
W(0)=\tfrac12\left(1+2c_Ac_B\,O\right),
\]

where \(O\) is the overlap of the two orbital shapes when centred together. Identical shapes have \(O=1\) and return 0.854. For compact cosine-squared orbitals of full width 0.32 nm, the single component \(m=0\) holds 0.455 of the norm; the unfolded weight needs the sum over all even \(m\). These shapes illustrate the projection only. Orbitals that do not touch have no hopping through a local Hamiltonian, so the amplitudes are taken from the chain and not derived from the shapes.

Further couplings enter at \(K=0\) as follows, with \(t\) and \(D\) held fixed.

- Alternating bonds \(t(1\pm d)\) still add to \(2t\), so \(W(0)\) is unchanged. This argument is confined to \(K=0\) and to sites left at \(x=na\). If the alternation comes from displaced atoms, the shift no longer places A exactly on B, and \(O\) becomes the overlap of the two shapes offset by the displacement. Moving the 0.32 nm B orbital by 0.02 nm, with the amplitudes held fixed, lowers the plane-wave weight to 0.845.
- Second-neighbour matrix elements \(-t_A\) and \(-t_B\) add \(-2t_A\) and \(-2t_B\) to the diagonal. Equal values shift both levels together and leave \(W(0)\) alone. Unequal values replace \(D\) by \(D-(t_A-t_B)\); with \(t_A=0.05\) eV and \(t_B=0\) the weight is 0.8625.
- A neighbour overlap \(s\) gives the symmetric and antisymmetric sums squared norms \(1\pm2s\). After normalization their energies are \(-2t/(1+2s)\) and \(2t/(1-2s)\), half the separation is \(2t/(1-4s^2)\), and the coupling is \(D/\sqrt{1-4s^2}\). The ratio of coupling to half-separation, formerly \(D/2t\), is multiplied by \(\sqrt{1-4s^2}\). For \(s=0.1\) the weight, the share of the norm in the normalized symmetric sum, is 0.857. These expressions put the zero of energy midway between the onsite energies. With overlap the hopping element depends on that choice: adding \(E_0\) to both onsite energies at fixed \(t\) acts as replacing \(t\) by \(t+E_0s\), and \(E_0=-2\) eV gives 0.761.

## Relation to a real defective oxide

A spacing of 0.4 nm is close to the cell edge of a perovskite oxide, the distance between neighbouring metal sites of the same kind. The hopping and the step of 2 eV between neighbours are model values, with the step chosen for strong mixing; neither is fitted to a material. In a real oxide the two sites may also carry different orbitals. Narrowing the B orbital from 0.32 to 0.20 nm, with the amplitudes held fixed, gives \(O=0.934\) and lowers the weight from 0.854 to 0.830. The size of this shift depends on the widths chosen. A local potential departs from the chain even with one kind of orbital. Take free electrons in Gaussian wells of standard deviation 0.06 nm, 0.4 nm apart, and read \(D\) and \(t\) from half the splitting of the two lowest levels at \(Ka=\pi/2\) and at \(K=0\). With the depths alternated until \(D=2t\), the even-\(m\) weight is 0.813 for a mean depth of 5 eV (\(t=0.37\) eV) and 0.846 for 10 eV (\(t=0.19\) eV).

The larger limitation is order. This chain repeats its perturbation in every cell, whereas an isolated vacancy does not. A supercell of \(M\) primitive cells folds \(M\) primitive wavevectors onto each \(K\), and a defect can spread a state over all of them. The projection is the same, but the value 0.854 belongs to the alternating chain and does not carry over.

## Numbers as computed

```
hopping t = 0.500 eV
onsite energies = +1.000 and -1.000 eV
site spacing a = 0.400 nm
primitive zone boundary pi/a = 7.854 1/nm
sites in the ring = 40
lower level at K=0 = -1.4142 eV
upper level at K=0 = 1.4142 eV
gap between the bands = 2.0000 eV
lower-state amplitudes at K=0: cA = 0.3827, cB = 0.9239
exact weight at k=0 (symbolic) = 0.853553
ring: lower-band weight at k=0 = 0.853553
ring: lower-band weight at k=pi/a = 0.146447
mean energy of the k=0 plane wave = -1.0000 eV
weight at k=0 from mean energy = 0.853553
lower band along the primitive zone:
  ka/pi = 0.00: E = -1.4142 eV, weight = 0.8536
  ka/pi = 0.25: E = -1.2247 eV, weight = 0.7887
  ka/pi = 0.50: E = -1.0000 eV, weight = 0.5000
  ka/pi = 0.75: E = -1.2247 eV, weight = 0.2113
  ka/pi = 1.00: E = -1.4142 eV, weight = 0.1464
weight at k=0, hopping sign reversed = 0.1464
symmetric weight of an isolated pair = 0.7236
B population at K=0, D=2t = 0.8536
D=t: weight at k=0 = 0.9472, B population = 0.7236
lost weight, weak-potential estimate = 0.2500
orbital width, A and B alike = 0.320 nm
plane-wave sum over primitive G = 0.8536
share of the single G=0 plane wave = 0.4552
B orbital narrowed to 0.200 nm: overlap O = 0.9340
weight at k=0 with the narrowed B orbital = 0.8302
weight at k=0, bonds alternating by 10 % = 0.8536
second-neighbour hopping used = 0.050 eV
weight at k=0, that hopping on A and B = 0.8536
weight at k=0, that hopping on A only = 0.8625
weight at k=0, neighbour overlap 0.10 = 0.8571
```
